\section*{The ZORA spin-orbit function near a nucleus and in PAW calculations, part 2}

The question is which function should replace the Pauli spin-orbit function $\xi_P=V'/(2c^2r)$ in calculations for heavy atoms, and how it behaves at the nucleus. Hartree atomic units are used, with $c=137.035999$, $2c^2=37557.73$ Ha, $1$ Ha $=27.211386$ eV and $1$ bohr $=0.529177$ \AA. A prime denotes $d/dr$, $V$ is the potential energy of the electron, and $E$ is measured from the rest energy. Further, $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf S=\boldsymbol\sigma/2$, with the Pauli matrices $\boldsymbol\sigma$.

The large component $\phi$ of the Dirac spinor obeys the exact equation
\begin{equation}
\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=E\phi .
\label{eq:exact}
\end{equation}
Dropping $E$ in the fraction gives the zeroth-order regular approximation (ZORA), $H=V+\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p$ with $K=1/(1-V/2c^2)$, which depends on the zero of $V$. For spherical $V$, $H$ is the sum of the scalar-relativistic part $V+\tfrac12\,\mathbf p\cdot K\mathbf p$ and
\begin{equation}
H_{\rm SO}=\frac{K^2V'}{4c^2r}\,\boldsymbol\sigma\cdot\mathbf L=\frac{K^2V'}{2c^2r}\,\mathbf L\cdot\mathbf S\equiv\xi(r)\,\mathbf L\cdot\mathbf S,
\qquad \xi=\frac{K'}{r}=\frac{K^2V'}{2c^2r}.
\label{eq:xi}
\end{equation}

For a point nucleus, $V=-Z/r$, one finds $K=r/(r+r_0)$, $\xi_P=r_0/r^3$ and $\xi=r_0/[r(r+r_0)^2]$, where
\begin{equation}
r_0=\frac{Z}{2c^2}.
\label{eq:r0}
\end{equation}
For $r<r_0$ this gives the $1/r$ law
\begin{equation}
\xi=\frac{1}{r_0r}\Big[1-\frac{2r}{r_0}+\dots\Big],\qquad \frac1{r_0}=\frac{2c^2}{Z}.
\label{eq:inner}
\end{equation}
The example is bismuth, $Z=83$, with $Z/c=0.605680$, $r_0=2.2099\times10^{-3}$ bohr $=116.94$ fm and $1/r_0=452.503$ bohr$^{-1}$.

Part (d) asks for two things: to show that the $1/r$ law and its coefficient survive screening by the other electrons and a shift of the zero of $V$, and to show that $\xi$ is finite for a nucleus of finite size.

\subsection*{Solution}

Assume that near a point nucleus the spherical potential has the form $V=-Z/r+V_0+V_1r+\dots$, where $V_0$ collects the electrostatic potential of the electrons at the nucleus, a regular exchange-correlation potential and any shift of the zero. Then
\begin{equation}
1-\frac{V}{2c^2}=\frac{D(r)}{r},\qquad D=r_0+br-er^2,\qquad b=1-\frac{V_0}{2c^2},\qquad e=\frac{V_1}{2c^2}.
\end{equation}
So $K=r/D$, and with $D'=b-2er$,
\begin{equation}
K'=\frac{D-rD'}{D^2}=\frac{r_0+br-er^2-br+2er^2}{D^2}=\frac{r_0+er^2}{D^2}.
\end{equation}
To first order in $r$, $D^{-2}=r_0^{-2}(1-2br/r_0)$, and therefore
\begin{equation}
\xi=\frac{K'}{r}=\frac{1}{r_0r}-\frac{2}{r_0^2}\Big(1-\frac{V_0}{2c^2}\Big)+O(r).
\label{eq:screened}
\end{equation}
The leading term is independent of $V_0$ and $V_1$. The dependence of ZORA on the zero of the potential first enters the constant term, with the relative size $V_0/2c^2$. For $V_0=0$, \eqref{eq:screened} reproduces \eqref{eq:inner}. The reason for this stability is that $K\simeq-2c^2/V$ wherever $|V|\gg2c^2$, so that $\xi\simeq-(2c^2/r)\,d(1/V)/dr$, and $1/V\simeq-r/Z$ is a smooth function whose slope at the origin is set by the nuclear charge alone. The argument needs a potential no more singular than assumed. If the exchange-correlation potential contains its own $1/r$ term at the nucleus, that term adds to $Z$ in \eqref{eq:r0}.

For a uniformly charged sphere of radius $R_n$, Gauss's law gives a force that grows linearly inside, $V'=Zr/R_n^3$, and integration inwards from $V(R_n)=-Z/R_n$ gives $V=-Z(3R_n^2-r^2)/2R_n^3$. The factor $r$ in $V'$ cancels the $1/r$ in \eqref{eq:xi}:
\begin{equation}
\xi(r)=K(r)^2\,\frac{r_0}{R_n^3}\quad(r\le R_n),\qquad K(0)=\frac{1}{1+3r_0/2R_n},
\end{equation}
where $V(0)=-3Z/2R_n$ was used. As a chosen input take $R_n=1.2A^{1/3}$ fm with $A=209$, roughly the size of the bismuth nucleus. Then $R_n=7.121$ fm $=1.3457\times10^{-4}$ bohr, $r_0/R_n=16.42$, $K(0)=1/(1+1.5\times16.42)=0.03901$, and
\begin{equation}
\xi(0)=\frac{0.03901^2\times2.2099\times10^{-3}}{(1.3457\times10^{-4})^3}\ \text{Ha}=1.380\times10^{6}\ \text{Ha}=3.7555\times10^7\ \text{eV}.
\end{equation}
At the surface $\xi(R_n)=2.9875\times10^6$ Ha. The function is larger at the surface than at the centre, because $V'/r$ is constant inside while $K$ rises outwards as the potential becomes shallower; the ratio is $[(1+1.5\times16.42)/(1+16.42)]^2=2.16$. The maximum of $\xi$ lies at $R_n$. Since $r_0$ is sixteen times $R_n$, the ZORA softening sets in far outside the nucleus. A finite nucleus cannot replace it: it would cut off $\xi_P$ only below $7$ fm and leave it much too large between $7$ and $117$ fm.

\section*{Part (e): the radial equation at the nucleus}

\emph{Derive the radial ZORA equation, find the power $s$ in $R\sim r^s$ at a point nucleus with and without the spin-orbit term, and decide whether $\langle\xi_P\rangle$ and $\langle\xi\rangle$ converge.}

\subsection*{Solution}

For spherical $V$, $H$ commutes with $\mathbf L^2$, $\mathbf J^2$ and $J_z$, where $\mathbf J=\mathbf L+\mathbf S$. Squaring $\mathbf J$ gives $2\,\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, so on a spinor harmonic $\Omega$ with quantum numbers $l,j$ the operator $\mathbf L\cdot\mathbf S$ takes the value
\begin{equation}
\lambda=\tfrac12\big[j(j+1)-l(l+1)-\tfrac34\big]=
\begin{cases} l/2, & j=l+\tfrac12,\\ -(l+1)/2, & j=l-\tfrac12.\end{cases}
\end{equation}
Define $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Substitution shows that in both cases
\begin{equation}
2\lambda=-(\kappa+1),\qquad l(l+1)=\kappa(\kappa+1).
\label{eq:kappa}
\end{equation}
For $p$ states, $p_{1/2}$ has $\kappa=1$, $\lambda=-1$, and $p_{3/2}$ has $\kappa=-2$, $\lambda=\tfrac12$.

Put $\phi=R(r)\Omega$. The scalar kinetic operator is $\mathbf p\cdot K\mathbf p\,\phi=-\nabla\cdot(K\nabla\phi)=-K\nabla^2\phi-K'\partial_r\phi$. With $\nabla^2=r^{-2}\partial_rr^2\partial_r-\mathbf L^2/r^2$, the two radial terms combine by the product rule, $Kr^{-2}(r^2R')'+K'R'=r^{-2}(r^2KR')'$, and the radial equation is
\begin{equation}
-\frac{1}{2r^2}\big(r^2KR'\big)'+\Big[\frac{K\,l(l+1)}{2r^2}+V+\lambda\,\xi\Big]R=ER .
\label{eq:radial}
\end{equation}
The centrifugal term carries a factor $K$. The scalar-relativistic equation is \eqref{eq:radial} with $\lambda=0$.

For $r\ll r_0$, use $K\simeq r/r_0$, $\xi\simeq1/(r_0r)$, $V=-Z/r$ and $R=r^s$. The terms are
\begin{align}
-\frac{1}{2r^2}\Big(\frac{s\,r^{s+2}}{r_0}\Big)'&=-\frac{s(s+2)}{2r_0}\,r^{s-1},&
\frac{K\,l(l+1)}{2r^2}R&=\frac{l(l+1)}{2r_0}\,r^{s-1},\nonumber\\
VR&=-Z\,r^{s-1},& \lambda\xi R&=\frac{\lambda}{r_0}\,r^{s-1}.
\end{align}
All four scale as $r^{s-1}$, while $ER$ scales as $r^s$ and drops out. This is the meaning of the $1/r$ law: because $K$ vanishes linearly, the kinetic energy near the nucleus scales as $1/r$, and the spin-orbit term has just the strength to compete with it and with the Coulomb term on equal terms. Multiplying the sum by $2r_0$, using $2Zr_0=Z^2/c^2$ and adding one to complete the square,
\begin{equation}
(s+1)^2=l(l+1)+1+2\lambda-\frac{Z^2}{c^2}.
\label{eq:indicial}
\end{equation}
With spin-orbit coupling, \eqref{eq:kappa} gives $l(l+1)+1+2\lambda=\kappa^2+\kappa+1-\kappa-1=\kappa^2$, so
\begin{equation}
s=\gamma-1,\qquad\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\label{eq:gamma}
\end{equation}
This is the exponent of the Dirac large component. The agreement is necessary, because the fraction in the exact equation \eqref{eq:exact} tends to $c^2r/Z=r/2r_0$ at the nucleus for any $E$, which is the limit of $K/2$. A $\xi$ with a wrong factor of two would fail to turn \eqref{eq:indicial} into $\kappa^2$. The root $s=-\gamma-1$ is rejected because it makes the potential energy $\int R^2r\,dr$ diverge at the origin; for $\gamma>\tfrac12$ it is not even normalizable. For $|\kappa|=1$, $\gamma$ is real only if $Z<c$, and the point-nucleus model fails beyond that. Without spin-orbit coupling, $s=\sqrt{l(l+1)+1-Z^2/c^2}-1$.

For $Z=83$, $(Z/c)^2=0.366849$ and
\begin{align}
p_{1/2}:&\quad s=\sqrt{1-0.366849}-1=-0.20429,\nonumber\\
p\ \text{scalar}:&\quad s=\sqrt{3-0.366849}-1=0.62270,\nonumber\\
p_{3/2}:&\quad s=\sqrt{4-0.366849}-1=0.90608 .
\end{align}
The logarithmic derivatives of the numerical solutions of part (g), read at $r=10^{-6}r_0$, agree with these values to better than $10^{-5}$. As $c\to\infty$ these exponents tend to $0$, $\sqrt3-1$ and $1$, and only the last equals the nonrelativistic value $l=1$. The explanation is again that they describe the region $r\ll r_0$, which disappears in that limit; for $r_0\ll r\ll1/Z$ the function of a light atom behaves as $r^l$.

The convergence of the matrix elements is decided by the lower limit $\epsilon$ of the radial integral. For small $r$ the Pauli integrand is $R^2r^2\,r_0/r^3\propto r^{2s-1}$ and the ZORA integrand is $R^2r^2/(r_0r)\propto r^{2s+1}$. An integrand $r^{q-1}$ gives $\epsilon^q(10^q-1)/q$ over the decade from $\epsilon$ to $10\epsilon$, so each decade closer to the nucleus contributes $10^{-q}$ times the previous one, and the integral converges only for $q>0$. The Pauli case has $q=2s$ and the ZORA case has $q=2s+2=2\gamma$. For $p_{1/2}$, $\gamma<1$ makes $s$ negative for every $Z$, so $\langle\xi_P\rangle$ diverges, while $2\gamma>0$ and $\langle\xi\rangle$ converges. For $Z=83$ the powers are $q=-0.4086$ and $q=1.5914$. Quadrature over the numerical $2p_{1/2}$ function, comparing the decade from $10^{-7}r_0$ to $10^{-6}r_0$ with the next decade outwards, gives the ratios $2.5620$ for $\xi_P$ and $0.0256$ for $\xi$, equal to $10^{0.4086}$ and $10^{-1.5914}$ within rounding. With the scalar-relativistic $p$ function, $s>0$ and both integrals converge. The Pauli function can therefore be used with such functions without any visible failure, and the error shows only in the size of the result.

\section*{Part (f): collapse and its absence}

\emph{Show that $H_P=\tfrac12p^2-Z/r+\xi_P\,\mathbf L\cdot\mathbf S$ has no lower bound in the $p_{1/2}$ channel, and that the ZORA Hamiltonian of a point nucleus with $Z<c$ is bounded below.}

\subsection*{Solution}

Take the trial function $R=re^{-\beta r}$ with $l=1$, $\lambda=-1$. From $\int_0^\infty r^ne^{-2\beta r}dr=n!/(2\beta)^{n+1}$ the integrals for $n=1,\dots,5$ are $1/4\beta^2$, $1/4\beta^3$, $3/8\beta^4$, $3/4\beta^5$ and $15/8\beta^6$. The norm is $N=\int R^2r^2dr=3/4\beta^5$. Multiplying \eqref{eq:radial} by $Rr^2$ and integrating the first term by parts gives the energy functional
\begin{equation}
E[R]=\frac1N\int_0^\infty\Big\{\frac K2\Big[R'^2+\frac{l(l+1)R^2}{r^2}\Big]+(V+\lambda\xi)R^2\Big\}r^2dr .
\label{eq:functional}
\end{equation}
For the trial function $R'=(1-\beta r)e^{-\beta r}$, and the square bracket is $(3-2\beta r+\beta^2r^2)e^{-2\beta r}$. With $K=1$ the kinetic energy is $\tfrac12(\tfrac34-\tfrac34+\tfrac34)\beta^{-3}/N=\beta^2/2$. Further, $\langle r^{-1}\rangle=(3/8\beta^4)/N=\beta/2$ and $\langle r^{-3}\rangle=(1/4\beta^2)/N=\beta^3/3$. Thus
\begin{equation}
E_P(\beta)=\frac{\beta^2}{2}-\frac{Z\beta}{2}-\frac{r_0\beta^3}{3}\;\longrightarrow\;-\infty\quad(\beta\to\infty).
\end{equation}
For $Z=83$ and $\beta=2000$ bohr$^{-1}$ this is $2.0000\times10^6-0.0830\times10^6-5.8931\times10^6=-3.9761\times10^6$ Ha. A basis that contains functions tight enough to resolve $r_0$ finds such states. The Pauli term has a meaning only in first-order perturbation theory. The mass-velocity term $-p^4/8c^2$, left out here, is negative and makes the collapse worse.

For ZORA at $\beta r_0\gg1$ the function lies inside $r_0$, where $K\simeq r/r_0$ and $\xi\simeq1/r_0r$. The kinetic integral has one more power of $r$: $(1/2r_0)(\tfrac98-\tfrac32+\tfrac{15}8)\beta^{-4}/N=(1/2r_0)(\tfrac32)(\tfrac43)\beta=\beta/r_0$. The spin-orbit term is $-\beta/2r_0$ and the Coulomb term is $-Z\beta/2=-(Z/c)^2\beta/4r_0$, by $Z=(Z/c)^2/2r_0$. The sum is
\begin{equation}
E(\beta)\simeq\frac{\beta}{r_0}\Big[\frac12-\frac{(Z/c)^2}{4}\Big]=452.503\times\Big(0.5-\frac{0.366849}{4}\Big)\beta=184.751\,\beta ,
\end{equation}
in Ha for $\beta$ in bohr$^{-1}$. It rises, and it rises linearly, because $K\simeq r/r_0$ removes one power of $\beta$ from the kinetic energy. The scale of the slope is $1/r_0=2c^2/Z$, so the linear law is a property of ZORA at a point nucleus and not the law $E\simeq cp$ of a free relativistic particle. Quadrature of \eqref{eq:functional} with the full $K$ and $\xi$ gives:

\begin{center}
\begin{tabular}{lll}
$\beta$ (bohr$^{-1}$) & $E_P$ (Ha) & ZORA (Ha)\\
$45$ & $-9.2213\times10^{2}$ & $-9.7802\times10^{2}$\\
$500$ & $1.2170\times10^{4}$ & $3.3692\times10^{4}$\\
$2000$ & $-3.9761\times10^{6}$ & $2.6503\times10^{5}$\\
$10000$ & $-6.8706\times10^{8}$ & $1.7088\times10^{6}$
\end{tabular}
\end{center}

The Pauli energy has a physical local minimum at small $\beta$, a barrier, and then falls without limit. The last ZORA entry is somewhat below $184.751\times10^4$ Ha because corrections of relative order $1/\beta r_0$ remain.

One family of trial functions does not prove a bound. For the proof, put $u=rR$, so that $rR'=u'-u/r$ and $N=\int u^2dr$. Then
\begin{equation}
\int K\Big(u'-\frac ur\Big)^2dr=\int Ku'^2dr-\int\frac Kr\,(u^2)'dr+\int\frac{K}{r^2}u^2dr .
\end{equation}
The middle term is integrated by parts. The boundary term $Ku^2/r=u^2/(r+r_0)$ vanishes at both ends for $u(0)=u(\infty)=0$, which leaves $+\int(K/r)'u^2dr$ with $(K/r)'=K'/r-K/r^2$. The terms in $K/r^2$ cancel and the integral equals $\int Ku'^2dr+\int(K'/r)u^2dr$. Inserting this and \eqref{eq:kappa} in \eqref{eq:functional}, with $\lambda\xi=-(\kappa+1)K'/2r$,
\begin{equation}
NE=\int\Big[\frac K2u'^2+w\,u^2\Big]dr,\qquad
w=\frac{\kappa(\kappa+1)K}{2r^2}-\frac{\kappa K'}{2r}+V .
\label{eq:w}
\end{equation}
For the point nucleus, $K/r^2=1/[r(r+r_0)]$ and $K'/r=r_0/[r(r+r_0)^2]$. The terms linear in $\kappa$ combine to $\kappa[(r+r_0)-r_0]/[2r(r+r_0)^2]$, and writing $Z/r=2Z(r+r_0)/[2r(r+r_0)]$ with $2Zr_0=Z^2/c^2$,
\begin{equation}
w=\frac{\kappa^2-Z^2/c^2}{2r(r+r_0)}+\frac{\kappa}{2(r+r_0)^2}-\frac{Z}{r+r_0}.
\label{eq:w2}
\end{equation}
The only singular term is the first, and it is positive for $Z<c$. The last term is never below $-Z/r_0=-2c^2$. For $\kappa>0$ the second term is positive, so $w>-2c^2$. For $\kappa\le-2$, the inequality $1/(r+r_0)<1/r$ shows that the first two terms together exceed $(\kappa^2-|\kappa|-Z^2/c^2)/[2r(r+r_0)]$, which is positive since $\kappa^2-|\kappa|\ge2$, so again $w>-2c^2$. For $\kappa=-1$, $w>-2c^2-1/2r_0^2$. The term $Ku'^2/2$ is never negative, so $E$ is bounded below in every channel by one finite constant. ZORA, including its spin-orbit term, can be used variationally.

\section*{Part (g): the $2p$ levels of a one-electron ion with $Z=83$}

\emph{Relate the ZORA and Dirac levels of the Coulomb problem exactly, solve the $2p_{3/2}$ state in closed form, and compare the $2p$ splitting obtained in different approximations.}

The $1/r$ law survives screening, a finite nucleus makes $\xi$ finite, and at a point nucleus with $Z<c$ the $p_{1/2}$ integral of $\xi$ converges and the ZORA Hamiltonian is bounded below, while the Pauli operator fails on both counts. What remains is to solve part (g) and to put the operator into the form used in the PAW method.
